# Truncation Errors of Hill's Fourier Method for One-Dimensional Periodic Potentials: test program

```python
# Truncation error of Hill's Fourier method for one electron in a 1D lattice.
# Basis: plane waves exp(i(k+2 pi n/a)x), |n| <= N.  E_N: lowest eigenvalue.
# Results under test, for the error E_N - E of the lowest band:
#   delta comb  ~ 1/N,   rectangular barrier ~ 1/N^3,
#   potential with simple poles at distance eta from the real axis
#               ~ exp(-4 pi eta N/a)/N^2,
#   cosine      : ratio of successive errors W^2/(T_N T_{N+1}).
# Symbols: a period, k Bloch wave number, kappa = k a/(2 pi),
#   eps = (hbar^2/2m)(2 pi/a)^2, T_n = eps (n+kappa)^2 kinetic energy,
#   g delta strength, V0 and b barrier height and width,
#   U r^|n| Fourier coefficients of the pole model, 2W cos the cosine.
# Energies are in eV and lengths in nm throughout.
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import digamma

mp.dps = 60
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
a, g, V0, b, U, W = 0.5, 1.0, 5.0, 0.2, -2.0, 2.0
k = np.pi / (2 * a)
kappa = k * a / (2 * np.pi)
eps = h2m * (2 * np.pi / a)**2


def hill_matrix(coef, N, kap):
    n = np.arange(-N, N + 1)
    return np.diag(eps * (n + kap)**2) + coef(n[:, None] - n[None, :])


def lowest(coef, N, kap=kappa):
    return eigh(hill_matrix(coef, N, kap), eigvals_only=True,
                subset_by_index=[0, 0])[0]


def delta_coef(n):
    return g / a + 0.0 * n


def step_coef(n):
    return V0 * b / a * np.sinc(n * b / a)


def first_root(f):
    left, width = 0.0013, 0.01
    while f(left) * f(left + width) > 0:
        left += width
        assert left < 20
    return brentq(f, left, left + width, xtol=1e-14, rtol=1e-15)


def delta_energy(strength):
    """Exact lowest-band energy of the delta comb."""
    def f(E):
        al = np.sqrt(E / h2m)
        return (np.cos(al * a) + strength / (2 * h2m * al) * np.sin(al * a)
                - np.cos(k * a))
    return first_root(f)


def step_energy(width):
    """Exact lowest-band energy of the rectangular barrier lattice."""
    def f(E):
        al = np.sqrt(E / h2m)
        be = np.sqrt(complex(E - V0) / h2m)
        w = a - width
        tr = (np.cos(al * w) * np.cos(be * width)
              - (al**2 + be**2) / (2 * al * be)
              * np.sin(al * w) * np.sin(be * width))
        return tr.real - np.cos(k * a)
    return first_root(f)


def half_trace(V, E):
    """Half the trace of the one-cell transfer matrix, by integration."""
    def rhs(x, y):
        s = (V(x) - E) / h2m
        return [y[1], s * y[0], y[3], s * y[2]]
    y = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-12).y[:, -1]
    return (y[0] + y[3]) / 2


def sharp_state(coef, N, kap):
    """Lowest eigenpair to about 50 digits by iterative refinement."""
    n = range(-N, N + 1)
    v = [coef(j) for j in range(2 * N + 1)]
    H = np.array([[v[abs(i - j)] for j in n] for i in n], dtype=object)
    for s, i in enumerate(n):
        H[s, s] = H[s, s] + mpf(eps) * (i + mpf(kap))**2
    w, vec = eigh(H.astype(float))
    R = ((vec[:, 1:] / (w[1:] - w[0])) @ vec[:, 1:].T).astype(object)
    x = np.array([mpf(float(t)) for t in vec[:, 0]], dtype=object)
    for _ in range(7):
        Hx = H @ x
        mu = (x @ Hx) / (x @ x)
        x = x - R @ (Hx - x * mu)
    mu = (x @ (H @ x)) / (x @ x)
    return mu, x / mp.sqrt(x @ x)


print(f"period a = {a} nm, k = {k:.5f} 1/nm, kappa = {kappa:.2f}")
print(f"hbar^2/2m = {h2m:.7f} eV nm^2, eps = {eps:.5f} eV")

# ---- delta comb ----
E_delta = delta_energy(g)
h = 1e-4
dens0 = (delta_energy(g + h) - delta_energy(g - h)) / (2 * h)
print(f"delta: g = {g} eV nm, exact E = {E_delta:.8f} eV")
print(f"delta: |psi(0)|^2 = {dens0:.5f} 1/nm")
delta_const = 2 * g**2 * dens0 / (a * eps)
print(f"delta: predicted N*error = {delta_const:.5f} eV")
Ns = [20, 40, 80, 160, 320]
err_d = []
for N in Ns:
    EN = lowest(delta_coef, N)
    err_d.append(EN - E_delta)
    ratio = err_d[-1] / (delta_const / (N + 0.5))
    assert err_d[-1] > 0 and abs(ratio - 1) < 3 / N
    print(f"delta N={N}: error {err_d[-1]:.5e} eV, "
          f"over law with N+1/2: {ratio:.4f}")
    if N == 20:
        s = np.sqrt(EN / eps)
        tail = sum(digamma(N + 1 + q + s) - digamma(N + 1 + q - s)
                   for q in (kappa, -kappa)) / (2 * s * eps)
        g_eff = 1 / (1 / g - tail / a)
        assert abs(delta_energy(g_eff) - EN) < 1e-9
        print(f"delta N=20: effective strength g_N = {g_eff:.6f} eV nm")
        print(f"delta N=20: E_N = {EN:.8f} eV, "
              f"exact E at g_N = {delta_energy(g_eff):.8f} eV")
p_delta = np.log(err_d[-2] / err_d[-1]) / np.log(320.5 / 160.5)
assert abs(p_delta - 1) < 0.02
print(f"delta: measured exponent (N 160 to 320) = {p_delta:.4f}")
odd = eigh(hill_matrix(delta_coef, 5, 0.0), eigvals_only=True)[1]
assert abs(odd - eps) < 1e-10
print(f"delta, k=0, odd state, N=5: E_N = {odd:.8f} eV (eps = {eps:.8f})")

# ---- rectangular barrier ----
for n in (0, 1, 4):
    c = quad(lambda x: V0 * np.cos(2 * np.pi * n * x / a), -b / 2, b / 2)[0]
    assert abs(c / a - step_coef(n)) < 1e-10
E_step = step_energy(b)
h = 2e-5
dens_edge = (step_energy(b + h) - step_energy(b - h)) / (2 * h * V0)
step_const = V0**2 * a * dens_edge / (3 * np.pi**2 * eps)
print(f"step: V0 = {V0} eV, b = {b} nm, exact E = {E_step:.8f} eV")
print(f"step: |psi(b/2)|^2 = {dens_edge:.5f} 1/nm")
print(f"step: predicted N^3*error = {step_const:.5f} eV")
Ns = [20, 40, 80, 160]
err_s = []
for N in Ns:
    err_s.append(lowest(step_coef, N) - E_step)
    ratio = err_s[-1] / (step_const / (N + 0.5)**3)
    assert err_s[-1] > 0 and abs(ratio - 1) < 3 / N
    print(f"step N={N}: error {err_s[-1]:.5e} eV, "
          f"over law with N+1/2: {ratio:.4f}")
p_step = np.log(err_s[-2] / err_s[-1]) / np.log(160.5 / 80.5)
assert abs(p_step - 3) < 0.04
print(f"step: measured exponent (N 80 to 160) = {p_step:.4f}")

# Lost-tail energy and Temple bounds; M = 160 stands for the full space.
M, N = 160, 20
H = hill_matrix(step_coef, M, kappa)
w, vec = eigh(H, subset_by_index=[0, 0])
E_M, c = w[0], vec[:, 0]
kept = np.abs(np.arange(-M, M + 1)) <= N
p, q = c[kept], np.where(kept, 0.0, c)
tail_energy = q @ (H @ q) - E_M * (q @ q)
HP = H[np.ix_(kept, kept)]
rho = p @ HP @ p / (p @ p)
res = (HP @ p - rho * p) / np.linalg.norm(p)
E1, E2 = eigh(HP, eigvals_only=True)[:2]
lower = rho - res @ res / (E2 - rho)
assert abs(rho - E_M - tail_energy / (p @ p)) < 1e-9
assert lower - 1e-10 <= E1 <= rho + 1e-10
assert np.linalg.norm(res) <= V0 * np.linalg.norm(q) / np.linalg.norm(p)
assert abs((E1 - E_M) / tail_energy - 1) < 0.02
print(f"step N=20 in M=160: error {E1 - E_M:.5e} eV, "
      f"tail energy {tail_energy:.5e} eV")
print(f"step N=20 Temple bounds on error: {lower - E_M:.5e} "
      f"to {rho - E_M:.5e} eV")
# Large-n coefficients from the two jumps of the potential.
qn = k + 2 * np.pi * np.arange(-M, M + 1) / a


def psi(x):
    return np.sum(c * np.exp(1j * qn * x)) / np.sqrt(a)


assert abs(abs(psi(b / 2))**2 / dens_edge - 1) < 1e-3
for n in (38, 39, 40, 41, -40, -41):
    Q = qn[n + M]
    scale = 1 / (np.sqrt(a) * Q * h2m * Q**2)
    jumps = V0 * (psi(-b / 2) * np.exp(1j * Q * b / 2)
                  - psi(b / 2) * np.exp(-1j * Q * b / 2))
    envelope = 2 * V0 * np.sqrt(dens_edge) * abs(scale)
    assert abs(c[n + M] + jumps * scale / 1j) < 0.05 * envelope

# ---- analytic potential with poles ----
well_N = None
for r in (0.5, 0.7):
    eta = a / (2 * np.pi) * np.log(1 / r)

    def well(x, r=r):
        return U * (1 - r**2) / (1 - 2 * r * np.cos(2 * np.pi * x / a) + r**2)

    x = np.arange(256) * a / 256
    for n in (0, 1, 5):
        mean = np.mean(well(x) * np.cos(2 * np.pi * n * x / a))
        assert abs(mean - U * r**n) < 1e-12

    def well_mp(n, r=r):
        return mpf(U) * mpf(r)**n

    E_ref, cw = sharp_state(well_mp, 96, kappa)
    assert abs(half_trace(well, float(E_ref)) - np.cos(k * a)) < 1e-7
    A_plus = sum(cw[m + 96] * mpf(r)**(-m) for m in range(-96, 97))
    A_minus = sum(cw[m + 96] * mpf(r)**m for m in range(-96, 97))
    print(f"poles r={r}: eta = {eta:.6f} nm, E = {float(E_ref):.8f} eV")
    errs = {}
    for N in (24, 48):
        errs[N] = sharp_state(well_mp, N, kappa)[0] - E_ref
        law = (mpf(U)**2 * mpf(r)**(2 * N + 2) / (1 - mpf(r)**2)
               * (A_plus**2 / (eps * (N + 1 + kappa)**2)
                  + A_minus**2 / (eps * (N + 1 - kappa)**2)))
        ratio = float(errs[N] / law)
        assert errs[N] > 0 and abs(ratio - 1) < 4 / N
        print(f"poles r={r} N={N}: error {float(errs[N]):.4e} eV, "
              f"over law: {ratio:.4f}")
    rate = float(mp.log(errs[24] * 25**2 / (errs[48] * 49**2))) / 24
    power = float(mp.log(errs[24] / errs[48] * mpf(r)**48)
                  / mp.log(mpf(49) / 25))
    assert abs(rate - 4 * np.pi * eta / a) < 0.005
    assert abs(power - 2) < 0.15
    print(f"poles r={r}: rate per N measured {rate:.4f}, "
          f"4 pi eta/a = {4 * np.pi * eta / a:.4f}, power {power:.3f}")
    if r == 0.5:
        well_N = next(N for N in range(1, 60) if lowest(
            lambda n: U * 0.5**np.abs(n), N) - float(E_ref) < 1e-6)

# ---- cosine potential, k = 0 ----


def cos_mp(n):
    return mpf(W) if n == 1 else mpf(0)


E_cos = sharp_state(cos_mp, 18, 0)[0]
assert abs(half_trace(lambda x: 2 * W * np.cos(2 * np.pi * x / a),
                      float(E_cos)) - 1) < 1e-7
print(f"cosine: W = {W} eV, k = 0, E = {float(E_cos):.8f} eV")
err_c = {N: sharp_state(cos_mp, N, 0)[0] - E_cos for N in range(1, 11)}
for N in (2, 4, 6, 8, 10):
    seen = float(err_c[N] / err_c[N - 1])
    law = W**2 / (eps**2 * N**2 * (N + 1)**2)
    if N >= 6:
        assert abs(seen / law - 1) < 0.04
    print(f"cosine N={N}: error {float(err_c[N]):.4e} eV, "
          f"ratio to N-1: {seen:.4e}, law {law:.4e}")

# ---- basis needed for an error of 1 micro-eV ----
cos_N = next(N for N in err_c if err_c[N] < 1e-6)
step_N = next(N for N in range(1, 200)
              if lowest(step_coef, N) - E_step < 1e-6)
print(f"N for error below 1e-6 eV: cosine {cos_N}, poles r=0.5 {well_N}, "
      f"step {step_N}")
print(f"N for error 1e-6 eV, delta, from the 1/N law: "
      f"{delta_const / 1e-6:.3e}")
print("done: every assertion held")
```

Output:

```
period a = 0.5 nm, k = 3.14159 1/nm, kappa = 0.25
hbar^2/2m = 0.0380998 eV nm^2, eps = 6.01648 eV
delta: g = 1.0 eV nm, exact E = 1.14861384 eV
delta: |psi(0)|^2 = 0.26374 1/nm
delta: predicted N*error = 0.17534 eV
delta N=20: error 8.63490e-03 eV, over law with N+1/2: 1.0095
delta N=20: effective strength g_N = 1.033522 eV nm
delta N=20: E_N = 1.15724874 eV, exact E at g_N = 1.15724874 eV
delta N=40: error 4.35017e-03 eV, over law with N+1/2: 1.0048
delta N=80: error 2.18339e-03 eV, over law with N+1/2: 1.0024
delta N=160: error 1.09379e-03 eV, over law with N+1/2: 1.0012
delta N=320: error 5.47419e-04 eV, over law with N+1/2: 1.0006
delta: measured exponent (N 160 to 320) = 1.0009
delta, k=0, odd state, N=5: E_N = 6.01648259 eV (eps = 6.01648259)
step: V0 = 5.0 eV, b = 0.2 nm, exact E = 1.58050399 eV
step: |psi(b/2)|^2 = 1.29867 1/nm
step: predicted N^3*error = 0.09113 eV
step N=20: error 1.12371e-05 eV, over law with N+1/2: 1.0624
step N=40: error 1.41526e-06 eV, over law with N+1/2: 1.0317
step N=80: error 1.77475e-07 eV, over law with N+1/2: 1.0160
step N=160: error 2.21943e-08 eV, over law with N+1/2: 1.0070
step: measured exponent (N 80 to 160) = 3.0129
step N=20 in M=160: error 1.12149e-05 eV, tail energy 1.12149e-05 eV
step N=20 Temple bounds on error: 1.12114e-05 to 1.12149e-05 eV
poles r=0.5: eta = 0.055159 nm, E = -2.11147411 eV
poles r=0.5 N=24: error 8.3073e-18 eV, over law: 0.9563
poles r=0.5 N=48: error 7.8555e-33 eV, over law: 0.9804
poles r=0.5: rate per N measured 1.3854, 4 pi eta/a = 1.3863, power 1.967
poles r=0.7: eta = 0.028383 nm, E = -2.71958785 eV
poles r=0.7 N=24: error 2.5529e-10 eV, over law: 0.9160
poles r=0.7 N=48: error 2.5455e-18 eV, over law: 0.9575
poles r=0.7: rate per N measured 0.7116, 4 pi eta/a = 0.7133, power 1.937
cosine: W = 2.0 eV, k = 0, E = -1.14282799 eV
cosine N=2: error 6.4080e-05 eV, ratio to N-1: 2.9176e-03, law 3.0695e-03
cosine N=4: error 1.2948e-11 eV, ratio to N-1: 2.7119e-04, law 2.7626e-04
cosine N=6: error 9.7473e-20 eV, ratio to N-1: 6.2084e-05, law 6.2644e-05
cosine N=8: error 7.2340e-29 eV, ratio to N-1: 2.1204e-05, law 2.1316e-05
cosine N=10: error 8.9440e-39 eV, ratio to N-1: 9.1011e-06, law 9.1325e-06
N for error below 1e-6 eV: cosine 3, poles r=0.5 8, step 45
N for error 1e-6 eV, delta, from the 1/N law: 1.753e+05
done: every assertion held
```
